# Softening of the 2k_F phonon in a half-filled chain: a program that tests the result

```python
"""
Half-filled tight-binding chain with bond coupling: softening of the 2k_F phonon.

Result under test:
    omega(T)^2 = omega0^2 * (1 - lam * J(T)),   omega0 = 2 sqrt(K/M),
    lam = 4 alpha^2 / (pi K t0),
    J(T) = integral_0^1 dy sqrt(1-y^2) tanh(t0 y / kT) / y,
and the mean-field Peierls temperature T_P solves lam * J(T_P) = 1, with
    k T_P ~ (8 exp(gamma-1)/pi) t0 exp(-1/lam)   for k T_P << t0.

Symbols: t0 hopping (eV), alpha change of hopping per bond stretch (eV/A),
K spring constant without band electrons (eV/A^2), M ion mass,
u staggered displacement amplitude (A), gamma Euler's constant.
Chemical potential is zero (half filling, particle-hole symmetry).
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar, newton
from scipy.special import digamma, expit

t0, alpha, K, mass_u = 1.0, 0.9, 4.0, 100.0
kB = const.k / const.e                                  # eV/K
K_SI = K * const.e / 1e-20                              # N/m
omega0_SI = 2 * np.sqrt(K_SI / (mass_u * const.atomic_mass))
w0 = const.hbar * omega0_SI / const.e * 1e3             # meV
lam = 4 * alpha**2 / (np.pi * K * t0)


def J_integral(tau, v=0.0):
    """J at tau = kT/t0 and imaginary frequency i*nu, v = hbar nu/(4 t0)."""
    def integrand(phi):
        y = np.sin(phi)
        return np.cos(phi)**2 * np.tanh(y / tau) * y / (y * y + v * v)
    cut = min(5 * tau, 0.7)
    low = quad(integrand, 0, cut, epsabs=1e-12, epsrel=1e-11, limit=200)[0]
    high = quad(integrand, cut, np.pi / 2, epsabs=1e-12, epsrel=1e-11,
                limit=200)[0]
    return low + high


def J(T):
    return J_integral(kB * T / t0)


def omega_ad(T):
    """Adiabatic phonon energy in meV, for T >= T_P."""
    return w0 * np.sqrt(max(0.0, 1 - lam * J(T)))


def ring_free_energy(u, T, N=400):
    """Free energy per site (eV) of an explicitly diagonalised ring."""
    disp = u * (-1.0)**np.arange(N)
    stretch = np.roll(disp, -1) - disp
    H = np.zeros((N, N))
    i = np.arange(N)
    H[i, (i + 1) % N] = -t0 + alpha * stretch
    H[(i + 1) % N, i] = -t0 + alpha * stretch
    e = np.linalg.eigvalsh(H)
    electronic = -2 * kB * T * np.sum(np.logaddexp(0, -e / (kB * T))) / N
    return electronic + 0.5 * K * np.mean(stretch**2)


N_kubo = 800
H0 = np.zeros((N_kubo, N_kubo))
site = np.arange(N_kubo)
H0[site, (site + 1) % N_kubo] = -t0
H0[(site + 1) % N_kubo, site] = -t0
level, psi = np.linalg.eigh(H0)


def bond_response(T, nu=0.0):
    """Bond-bond response chi_q (1/eV) for all q, at imaginary energy nu (eV)."""
    f = expit(-level / (kB * T))
    gap = level[None, :] - level[:, None]
    df = f[:, None] - f[None, :]
    if nu > 0:
        weight = df * gap / (gap**2 + nu**2)
    else:
        same = np.abs(gap) < 1e-7
        slope = (f * (1 - f) / (kB * T))[:, None] * np.ones_like(gap)
        weight = np.where(same, slope, df / np.where(same, 1.0, gap))
    left, right = psi, np.roll(psi, -1, axis=0)
    bond0 = np.outer(left[0], right[0]) + np.outer(right[0], left[0])
    G = weight * bond0
    chi_r = 4 * np.sum((left @ G) * right, axis=1)      # includes two spins
    return np.fft.fft(chi_r).real


# --- curvature of the ring free energy against the integral formula
fd_rows = []
for T in (500.0, 1000.0):
    h = 0.002
    f0, f1, f2 = (ring_free_energy(x, T) for x in (0.0, h, 2 * h))
    curvature = (-2 * f2 + 32 * f1 - 30 * f0) / (12 * h * h)
    ratio_fd = curvature / (4 * K)
    ratio_formula = 1 - lam * J(T)
    assert abs(ratio_fd - ratio_formula) < 1e-4
    fd_rows.append((T, ratio_fd, ratio_formula))

# --- Peierls temperature, its asymptotic form and first correction
T_P = brentq(lambda T: lam * J(T) - 1, 50, 5000, xtol=1e-9)
tau_P = kB * T_P / t0
prefactor = 8 * np.exp(np.euler_gamma - 1) / np.pi
T_P_asym = prefactor * t0 * np.exp(-1 / lam) / kB
shift = T_P / T_P_asym - 1
shift_formula = np.pi**2 * tau_P**2 / 48
assert abs(shift / shift_formula - 1) < 0.01

# --- high-temperature limit and logarithmic softening law
assert abs(J_integral(50.0) / (np.pi / (4 * 50.0)) - 1) < 1e-3


def omega_log(T):
    return w0 * np.sqrt(lam * np.log(T / T_P))


for T in (1.05 * T_P, 1.5 * T_P):
    assert abs(omega_log(T) / omega_ad(T) - 1) < 2e-3

# --- static response at every wavevector, at T_P
coupling_q = alpha**2 * bond_response(T_P) / K
half = N_kubo // 2
assert abs(coupling_q[half] - 1) < 1e-5
assert np.argmax(coupling_q) == half
assert np.all(np.delete(coupling_q, half) < 1)

# --- T_P again, from the order parameter of the distorted ring
u_min = []
for x in (0.98, 0.99):
    best = minimize_scalar(ring_free_energy, bounds=(1e-4, 0.02),
                           args=(x * T_P,), method="bounded",
                           options={"xatol": 1e-8})
    u_min.append(best.x)
s1, s2 = u_min[0]**2, u_min[1]**2
T_P_order = T_P * (0.99 + 0.01 * s2 / (s1 - s2))
assert abs(T_P_order / T_P - 1) < 1e-3
f_flat = ring_free_energy(0.0, 1.01 * T_P)
assert all(ring_free_energy(u, 1.01 * T_P) > f_flat for u in (0.002, 0.01))

# --- convexity of the free energy in u^2
s_grid = np.linspace(0, 1e-3, 9)
f_grid = np.array([ring_free_energy(np.sqrt(s), 0.5 * T_P) for s in s_grid])
assert np.all(np.diff(f_grid, 2) > 0)

# --- finite frequency: Kubo sum, integral, digamma formula
T_dyn = 500.0
tau = kB * T_dyn / t0
nu = 4 * kB * T_dyn
J_kubo = np.pi * t0 / 4 * bond_response(T_dyn, nu)[half]
J_dyn = J_integral(tau, nu / (4 * t0))
assert abs(J_kubo - J_dyn) < 1e-5
nu_small = 0.5 * nu
drop = J(T_dyn) - J_integral(tau, nu_small / (4 * t0))
drop_formula = digamma(0.5 + nu_small / (4 * np.pi * kB * T_dyn)) - digamma(0.5)
assert abs(drop - drop_formula) < 2e-3      # finite band width, order tau^2


# --- damping and the overdamped window
def damping(T):
    """hbar*Gamma in meV."""
    return np.pi * lam * w0**2 / (8 * kB * T * 1e3)


T_over = brentq(lambda T: omega_ad(T) - damping(T) / 2, T_P, 1.5 * T_P)


def full_pole(T, start):
    kT = kB * T * 1e3
    wa2 = w0**2 * (1 - lam * J(T))

    def D(w):
        return w * w - wa2 + lam * w0**2 * (
            digamma(0.5 + 0j) - digamma(0.5 - 1j * w / (4 * np.pi * kT)))
    return newton(D, start, x1=start * 1.01, tol=1e-9, maxiter=100)


def simple_pole(T):
    G = damping(T)
    wa2 = w0**2 * (1 - lam * J(T))
    return -0.5j * G + np.sqrt(wa2 - G * G / 4 + 0j)


T_under = 450.0
pole_under = simple_pole(T_under)
pole_under_full = full_pole(T_under, pole_under)
assert abs(pole_under_full / pole_under - 1) < 0.02
T_mid = T_P + 0.3 * (T_over - T_P)
pole_mid = simple_pole(T_mid)
pole_mid_full = full_pole(T_mid, pole_mid)
assert abs(pole_mid_full / pole_mid - 1) < 0.03
assert abs(pole_mid_full.real) < 1e-6 and pole_mid_full.imag < 0

# --- printed results
print(f"hopping t0 = {t0:.2f} eV")
print(f"coupling alpha = {alpha:.2f} eV/A")
print(f"spring constant K = {K:.2f} eV/A^2")
print(f"ion mass M = {mass_u:.1f} u")
print(f"lambda = {lam:.5f} (dimensionless)")
print(f"bare phonon energy hbar*omega0 = {w0:.3f} meV")
print(f"bare frequency omega0/2pi = {omega0_SI/(2*np.pi)/1e12:.3f} THz")
print(f"prefactor 8 exp(gamma-1)/pi = {prefactor:.5f}")
print(f"T_P, full integral = {T_P:.2f} K")
print(f"T_P, asymptotic formula = {T_P_asym:.2f} K")
print(f"k T_P = {kB*T_P*1e3:.3f} meV")
print(f"k T_P / t0 = {tau_P:.5f}")
print(f"relative shift of T_P: found {shift:.3e}, formula {shift_formula:.3e}")
print("T (K) | J | lambda*J | hbar*omega (meV) | log law (meV)")
for T in (410, 450, 500, 600, 800, 1000, 1500, 2000, 3000):
    print(f"{T:5d} | {J(T):.4f} | {lam*J(T):.4f} | "
          f"{omega_ad(T):.3f} | {omega_log(T):.3f}")
print("curvature/(4K): T (K) | ring | formula")
for T, a, b in fd_rows:
    print(f"{T:.0f} | {a:.6f} | {b:.6f}")
print("alpha^2 chi_q/K at T_P: q a/pi | value")
for j in (half // 2, 3 * half // 4, 9 * half // 10, half):
    print(f"{j/half:.2f} | {coupling_q[j]:.5f}")
print(f"u at 0.98 T_P = {u_min[0]:.5f} A")
print(f"u at 0.99 T_P = {u_min[1]:.5f} A")
print(f"T_P from u^2 -> 0 = {T_P_order:.2f} K")
print(f"J at 500 K, hbar*nu = 4kT: Kubo {J_kubo:.5f}, integral {J_dyn:.5f}")
print(f"drop of J at hbar*nu = 2kT: {drop:.4f}, digamma {drop_formula:.4f}")
print(f"hbar*Gamma at T_P = {damping(T_P):.3f} meV")
print(f"overdamped below T = {T_over:.2f} K")
print(f"width of overdamped window = {T_over-T_P:.2f} K")
print(f"pole at 450 K, quadratic: {pole_under.real:.3f} "
      f"{pole_under.imag:+.3f}i meV")
print(f"pole at 450 K, digamma: {pole_under_full.real:.3f} "
      f"{pole_under_full.imag:+.3f}i meV")
print(f"slow pole at {T_mid:.2f} K: quadratic {pole_mid.imag:.4f}i, "
      f"digamma {pole_mid_full.imag:.4f}i meV")
print("done: every assertion held")
```

Running it gives:

```
hopping t0 = 1.00 eV
coupling alpha = 0.90 eV/A
spring constant K = 4.00 eV/A^2
ion mass M = 100.0 u
lambda = 0.25783 (dimensionless)
bare phonon energy hbar*omega0 = 25.862 meV
bare frequency omega0/2pi = 6.253 THz
prefactor 8 exp(gamma-1)/pi = 1.66850
T_P, full integral = 400.54 K
T_P, asymptotic formula = 400.44 K
k T_P = 34.516 meV
k T_P / t0 = 0.03452
relative shift of T_P: found 2.451e-04, formula 2.450e-04
T (K) | J | lambda*J | hbar*omega (meV) | log law (meV)
  410 | 3.8552 | 0.9940 | 2.006 | 2.006
  450 | 3.7621 | 0.9700 | 4.480 | 4.481
  500 | 3.6569 | 0.9428 | 6.183 | 6.184
  600 | 3.4747 | 0.8959 | 8.345 | 8.348
  800 | 3.1874 | 0.8218 | 10.916 | 10.922
 1000 | 2.9649 | 0.7644 | 12.552 | 12.561
 1500 | 2.5613 | 0.6604 | 15.071 | 15.090
 2000 | 2.2764 | 0.5869 | 16.622 | 16.652
 3000 | 1.8790 | 0.4845 | 18.569 | 18.634
curvature/(4K): T (K) | ring | formula
500 | 0.057152 | 0.057150
1000 | 0.235569 | 0.235569
alpha^2 chi_q/K at T_P: q a/pi | value
0.50 | 0.06392
0.75 | 0.19385
0.90 | 0.41167
1.00 | 1.00000
u at 0.98 T_P = 0.00413 A
u at 0.99 T_P = 0.00293 A
T_P from u^2 -> 0 = 400.61 K
J at 500 K, hbar*nu = 4kT: Kubo 2.62079, integral 2.62079
drop of J at hbar*nu = 2kT: 0.6210, digamma 0.6221
hbar*Gamma at T_P = 1.962 meV
overdamped below T = 402.76 K
width of overdamped window = 2.22 K
pole at 450 K, quadratic: 4.394 -0.873i meV
pole at 450 K, digamma: 4.407 -0.878i meV
slow pole at 401.21 K: quadratic -0.1590i, digamma -0.1588i meV
done: every assertion held
```
